Recoil Density in a Linear Collision Cascade with Power-Law Scattering

**1. The quantity and its balance equation**

An energy budget cannot say how many atoms a fast atom sets in motion. Dividing the initial energy E by the starting energy T0 of a recoil gives the right scale, E/T0, but no coefficient, because the same energy is handed on from one generation of recoils to the next and is counted each time. In the case solved below, the starting energies of all recoils above 15 eV in a 1 keV cascade add up to about 2.4 times the energy supplied. A coefficient guessed from energy conservation alone therefore puts an unknown factor into every defect count built on it. The coefficient has to come from the collision law.

Consider an atom of energy E moving through a random medium of atoms of the same mass, all at rest. In a collision it transfers an energy T, with cross section

dσ(E,T) = C E^(−m) T^(−1−m) dT, 0 < T < E, 0 ≤ m < 1. (1)

For a repulsion that falls with distance as r^(−1/m), this law is exact for soft transfers, and m = 1 is Rutherford scattering. For hard transfers at m < 1 it is an approximation, and a poor one when the repulsion is very steep: hard spheres have dσ/dT independent of T, and their coefficient is 1, not the 6/π² found below for m → 0. The results below therefore belong to the law (1), not to every steep potential. Two further assumptions are made. Electrons take no energy. There is no binding loss: the struck atom starts with the full transfer T, and the projectile keeps E − T.

Let F(E,T0) dT0 be the mean number of recoils, of all generations, that start with energy in dT0. The primary itself is not counted. Let the primary travel a short path δℓ in a medium of n atoms per volume. With probability n δℓ dσ it collides, after which two atoms, of energies E − T and T, carry on independently. If T lies in dT0, one recoil is also added to the count. Hence

F(E) = [1 − n δℓ ∫dσ] F(E) + n δℓ ∫dσ [F(E−T) + F(T)] + n δℓ dσ(E,T0)/dT0,

where the argument T0 of F is suppressed. The term F(E) cancels, and division by n δℓ gives

∫dσ(E,T) [F(E) − F(E−T) − F(T)] = dσ(E,T0)/dT0. (2)

The total cross section diverges at small T, so the separate terms are defined with a lower cutoff on T. In (2) the cutoff can be removed. For T < T0 the term F(T) vanishes, and F(E) − F(E−T) is proportional to T, so the integrand behaves as T^(−m), which is integrable for m < 1.

**2. Scaling and the Mellin transform**

Put T = zE, so that dσ = C E^(−2m) z^(−1−m) dz. The constant C cancels from (2), and T0 is the only energy left with which E can be compared. Since F is a number per energy,

F(E,T0) = f(x)/T0, x = E/T0, f(x) = 0 for x < 1. (3)

The right side of (2) is C E^(−m) T0^(−1−m). Multiplying both sides by T0 E^(2m)/C gives, for x > 1,

∫₀¹ dz z^(−1−m) [f(x) − f(x(1−z)) − f(xz)] = x^m. (4)

A power x^s inserted on the left is returned multiplied by

K_m(s) = ∫₀¹ dz z^(−1−m) [1 − (1−z)^s − z^s], Re s > m. (5)

For real σ > 1 both (1−z)^σ < 1−z and z^σ < z hold inside the interval, so K_m(σ) > 0. This limits the growth of f. Choose A > 1/K_m(σ) and let g = A x^σ − f. For x < 1, g is positive. For x > 1 the left side of (4), applied to g, equals A K_m(σ) x^σ − x^m > 0. If g, taken as continuous, had a first zero, the left side there would be minus an integral of positive terms, a contradiction. So f < A x^σ for every σ > 1, and the transform

f̂(s) = ∫₁^∞ dx x^(−s−1) f(x) (6)

exists for Re s > 1. The substitution y = λx shows that f(λx) has the transform λ^s f̂(s). The right side of (4) has the transform ∫₁^∞ dx x^(m−s−1) = 1/(s−m). Therefore

f̂(s) = 1/[(s−m) K_m(s)]. (7)

For 0 < m < 1 the kernel follows from an integration by parts:

∫₀¹ dz z^(−1−m) [1−(1−z)^s] = −1/m + (s/m) ∫₀¹ dz z^(−m) (1−z)^(s−1).

The term −1/m comes from z = 1; at z = 0 the boundary term vanishes as z^(1−m). The remaining integral is the beta function B(1−m,s). Subtracting ∫₀¹ dz z^(s−1−m) = 1/(s−m) and using 1/m + 1/(s−m) = s/[m(s−m)],

K_m(s) = (s/m) [B(1−m,s) − 1/(s−m)]. (8)

This form also continues K_m to Re s ≤ m.

**3. The leading pole**

At s = 1 the bracket in (5) is 1 − (1−z) − z = 0. This is energy conservation: with no binding loss, the two atoms after a collision share all the energy, so a function proportional to E solves the balance without a source. Hence K_m(1) = 0, and f̂ has a pole at s = 1.

No other zero has Re s ≥ 1. For Re s > 1 the real part of the bracket is at least 1 − (1−z)^(Re s) − z^(Re s) > 0. For s = 1 + iτ with τ ≠ 0 the real part is

(1−z)[1 − cos(τ ln(1−z))] + z[1 − cos(τ ln z)],

which is positive except at isolated points. The large-x behaviour is therefore set by s = 1.

To find the residue, differentiate (8). Its square bracket vanishes at s = 1, so only the derivative of that bracket survives. With ∂B(1−m,s)/∂s = B(1−m,s) [ψ(s) − ψ(1−m+s)], where ψ is the digamma function, and B(1−m,1) = 1/(1−m),

K_m′(1) = (1/m) { [ψ(1) − ψ(2−m)]/(1−m) + 1/(1−m)² }.

Since ψ(2−m) = ψ(1−m) + 1/(1−m), the terms in 1/(1−m)² cancel:

K_m′(1) = [ψ(1) − ψ(1−m)]/[m(1−m)]. (9)

The residue of (7) at s = 1 is 1/[(1−m)K_m′(1)], so

f(x) → Γ_m x, Γ_m = m/[ψ(1) − ψ(1−m)]. (10)

For m > 0 the step from pole to asymptote is safe: K_m grows as s^m along vertical lines, so f̂ falls as |s|^(−1−m), and the inversion line can be moved slightly to the left of Re s = 1, leaving a remainder that grows more slowly than x.

For small m, ψ(1−m) = ψ(1) − mψ′(1) + …, and ψ′(1) = Σ 1/n² = π²/6 with n = 1, 2, …. Thus Γ_m → 6/π², and (3) gives

F(E,T0) → (6/π²) E/T0², E ≫ T0, m → 0. (11)

The coefficient is 0.608 at m = 0, 0.563 at m = 0.1, 0.450 at m = 1/3 and 0.361 at m = 1/2. It falls because a larger m gives more weight to soft transfers, which use up energy without producing recoils above T0.

**4. The complete solution at m = 0**

Equation (11) was reached by letting x grow first and m vanish afterwards. Setting m = 0 from the start confirms it and also gives the error. With u = 1−z,

∫₀¹ dz [1−(1−z)^s]/z = ∫₀¹ du (1−u^s)/(1−u) = Σ [1/(n+1) − 1/(n+1+s)] = ψ(s+1) − ψ(1),

where n runs from 0. Subtracting ∫₀¹ dz z^(s−1) = 1/s and using ψ(s+1) = ψ(s) + 1/s,

K_0(s) = ψ(s) − ψ(1) = Σ [1/(n+1) − 1/(n+s)], f̂(s) = 1/[s K_0(s)]. (12)

The imaginary part of K_0 is Im s · Σ 1/|n+s|², which is nonzero off the real axis. All zeros are therefore real. On the real axis K_0 rises from −∞ to +∞ between neighbouring poles at 0, −1, −2, …, so there is one zero s_k in each interval (−k, −k+1), k = 1, 2, …, besides s = 1. At s = 0 there is no pole of f̂, because sK_0 → −1.

The inverse transform is f(x) = (1/2πi)∫ds x^s f̂(s), along a vertical line with Re s > 1. Close it to the left by arcs |s| = N + 1/2 with integer N. There ψ(s) = ψ(1−s) − π cot πs has a bounded cotangent near the negative axis, and |K_0| grows as ln N. The arc has length of order N and f̂ is of order 1/(N ln N), so its contribution vanishes. The residues give, for x > 1,

f(x) = (6/π²) x + Σ c_k x^(s_k), c_k = 1/[s_k ψ′(s_k)]. (13)

Every c_k is negative, since s_k < 0 and ψ′(s_k) = Σ 1/(n+s_k)² > 0. A numerical root search gives s_1 = −0.567 and c_1 = −0.187, then s_2 = −1.628 and c_2 = −0.055.

The integral of f̂ around the full circle |s| = N + 1/2 also vanishes as N grows, so all residues of f̂ add to zero: Σ|c_k| = 6/π². Because x^(s_k) ≤ x^(s_1) for x > 1,

0 < (6/π²) x − f(x) < (6/π²) x^(s_1). (14)

The asymptotic form thus overestimates the density at every x > 1, and the excess relative to the asymptotic value is less than x^(−1.567). Near x = 1 the asymptote fails, since f vanishes there: the total cross section diverges at small T, so the mean path a primary travels before it drops below T0 shrinks to zero as its starting energy approaches T0. The fall is only logarithmic: at x = 1.01, f is still about 0.2. At x = 2 the series gives f = 1.065 and the asymptote 1.216, which is 14 % too high. At x = 5 the asymptote is 2.7 % too high, and at x = 20 it is 0.3 % too high.

**5. Number of recoils, replacements and Frenkel pairs**

Let Ed be a displacement threshold, and from here on let x = E/Ed. The number of recoils starting above Ed is N(x) = ∫F dT0 from Ed to E. With y = E/T0 this becomes

N(x) = ∫₁^x dy f(y)/y. (15)

Integration by parts in the Mellin integral gives N̂(s) = f̂(s)/s. The poles of f̂ remain, and a new one appears at s = 0 with residue f̂(0) = −1. At m = 0,

N(x) = (6/π²) x − 1 + Σ (c_k/s_k) x^(s_k). (16)

The −1 is the size of the primary's own entry: if the primary is counted as a moving atom, the total N + 1 tends to (6/π²)x with no constant left over.

N is not yet the number of vacancies. In a simple threshold model an atom leaves its site when it receives T > Ed. If the projectile is then left with E − T < Ed, it settles in the empty site. This is a replacement, and it creates no new vacancy. The mean number R(x) of replacements obeys the m = 0 balance with the source

r(x) = ∫dT/T over T > Ed, E − Ed < T < E,

which is ln x for 1 < x < 2 and ln[x/(x−1)] for x > 2. So R̂(s) = r̂(s)/K_0(s), and the leading term needs r̂(1). The first range contributes

∫₁² dx (ln x)/x² = [−(1 + ln x)/x]₁² = (1 − ln 2)/2.

In the second range put v = 1 − 1/x, so that dv = dx/x²:

∫₂^∞ dx x^(−2) ln[x/(x−1)] = −∫_{1/2}^1 dv ln v = [v − v ln v]_{1/2}^1 = (1 − ln 2)/2.

Together r̂(1) = 1 − ln 2. There is no pole at s = 0, because K_0 is infinite there while r̂ is finite. Hence R = (6/π²)(1 − ln 2) x plus terms that decay as x^(s_1) or faster. The number of Frenkel pairs, with the primary's own vacancy included, is

N + 1 − R → (6/π²) ln 2 · E/Ed = 0.421 E/Ed. (17)

If the projectile came from outside and left no vacancy, one pair is subtracted. The coefficient is near the 0.4 of the Norgett–Robinson–Torrens formula, which is applied to the energy left after electronic loss. The comparison also shows why 0.608 must not be used as a vacancy yield: in this model a fraction 1 − ln 2, about 31 %, of the recoils end in replacements when E ≫ Ed.

**6. A 1 keV recoil in silicon**

Take a silicon atom of 1000 eV in silicon, an energy that belongs to low-energy implantation, and Ed = 15 eV, a value often used in collision simulations of silicon. Then x = 1000/15 = 66.67. At T0 = Ed, equation (11) gives

F = 0.6079 × 1000 eV/(15 eV)² = 2.70 per eV.

The full series (13) is lower by 0.04 %, within the bound x^(−1.567) ≈ 0.14 % from (14). At T0 = 30 eV the asymptotic density is four times smaller, 0.68 per eV.

The number of recoils above 15 eV follows from (16):

N = 40.53 − 1 + 0.03 = 39.56.

The starting energies of these recoils add up to ∫T0 F dT0 = E ∫₁^x dy f(y)/y². The leading term of (13) contributes (6/π²) ln x = 2.55 to the last integral, and the other terms lower it by Σ|c_k|/(1−s_k) = 0.16, up to negligible powers of 1/x. The sum is therefore 2.4 E, the figure quoted in section 1.

The replacements number 0.6079 × 0.3069 × 66.67 = 12.4, and (17) gives 28.1 Frenkel pairs.

These values can be compared with a Monte Carlo simulation that uses the collision law and none of the transforms. Transfers with z between 0.001 and 1 are drawn from dz/z, and softer ones are treated as a continuous loss at their mean rate. Over 20 000 cascades the simulation gives 39.54 ± 0.03 recoils, 12.43 ± 0.02 replacements and 28.11 ± 0.02 pairs, where the uncertainties are standard errors. Between 15 and 16.5 eV, where the density itself is probed, it gives 3.675 ± 0.013 recoils; the series gives 3.683.

The same simulation at m = 1/3 gives 29.05 ± 0.02 recoils. The constant −1 holds for this m too: since s B(1−m,s) → 1 as s → 0, (8) gives K_m(0) = 1/m, and (7) then gives f̂(0) = −1. The estimate Γ_m x − 1 = 28.99 is lower by 0.06, or 0.2 %. It omits the terms from further poles. The next one, at s = −0.424, adds 0.08 and brings the estimate to 29.07, which agrees with the simulation within its standard error.

**7. What real silicon changes**

The finite ratio E/T0 is the least of the errors here. Each of the following sizes is found with the other settings held fixed.

*Scattering exponent.* Equation (1) implies a nuclear stopping ∫T dσ proportional to E^(1−2m), so the slope of the stopping defines a local m. Numerical scattering integrals for the Ziegler–Biersack–Littmark (ZBL) universal potential give m = 0.34 at 1000 eV, 0.25 at 100 eV and 0.22 at 30 eV. For this potential m does not reach zero even at 30 eV. The corresponding Γ_m lie 27 %, 19 % and 17 % below 6/π². These figures are not the correction, however. The exponent varies through the cascade, and the slope of the stopping does not fix how the hard transfers are distributed: the ZBL cross section gives them more weight than (1) does at the same m. A numerical solution of the balance equation with the ZBL cross section itself gives 38.4 recoils above 15 eV and 27.2 pairs, against 39.6 and 28.1 at m = 0. The two errors of the m = 0 law nearly cancel here, which should not be assumed for other energies or materials. These ZBL figures admit all impact parameters, including ones larger than the atomic spacing of the solid. Limiting the impact parameter to the neighbour distance, 2.35 Å, gives 38.7 recoils and 27.3 pairs. Limiting it to 1.53 Å, the radius of a disc of area n^(−2/3), gives 43.4 recoils and 28.9 pairs. How close the cancellation is therefore depends on how the softest collisions are cut off.

*Electronic loss.* Robinson's form of the Lindhard partition leaves 784 eV of the 1000 eV for atomic collisions, a reduction of 22 %. Put into (17), this energy gives 22 pairs instead of 28.

*Binding loss.* Suppose each struck atom loses 5 eV, a rough size, before it starts. The simulation at m = 0 then gives 26.4 recoils above 15 eV, a fall of 33 %. Two causes can be separated. A transfer must now exceed 20 eV to count; raising the threshold to 20 eV without any binding loss gives 29.4. The further fall to 26.4 arises because each recoil carries 5 eV less into the next generation. Binding loss destroys the conservation law behind K_m(1) = 0, so (11) requires T0 to be large compared with the loss as well as small compared with E.

*Threshold.* In a crystal the threshold depends on direction, and its average over directions can lie well above 15 eV, so the range taken here is an illustration and not a bound. Taking 10 eV or 20 eV in place of 15 eV changes N from 39.6 to 59.8 or 29.4. This range is as wide as that of any other effect in the list.

*Atoms at rest.* The linear balance (2) requires that moving atoms seldom meet one another. A sphere of rough radius 3 nm, at about 50 atoms per nm³, holds about 5700 atoms, of which 0.7 % start above 15 eV. The damage energy spread over the sphere is 0.14 eV per atom, against a mean thermal kinetic energy of 0.04 eV at 300 K. On this average the assumption is reasonable. If the same cascade were confined to half the radius, both figures would rise eightfold, to 5.6 % and 1.1 eV per atom, and independent binary collisions would be a doubtful picture of its late stage.

Equation (17) therefore estimates the pairs formed by the collisions themselves. Recombination, clustering and annealing come afterwards and are outside the model. For silicon at 1 keV the idealized count of 28 pairs gives only the order of magnitude: electronic loss lowers it, binding lowers the number of recoils behind it, and the choice of threshold can move it either way.
